# Relaxed UMP2 spin density and its poles at Hartree–Fock instabilities, part 2

How do unrelaxed (frozen-orbital) and relaxed (full-derivative) UMP2 expectation values behave when one nondegenerate Hessian eigenvalue $\lambda$, with eigenvector $u$, vanishes while the others and the smallest MP2 denominator $\Delta_{\min}$ stay finite? Hartree atomic units and real spin-orbitals are used, with $i,j$ occupied and $a,b$ virtual.

A probe $\xi V$ has matrix $v$, with opposite signs on the two spins if spin-odd and equal signs if spin-even. In $u\cdot v$, $v$ is the vector $v_{ai}$. Real spin-conserving rotations are $\kappa_{ai}$. At a UHF solution $E_{\rm HF}$ has Hessian $2M$, $E_2$ has gradient $L$, and $Mz=-L$. With $Mu_k=\lambda_ku_k$,

$$\langle V\rangle_{\rm rel}=\langle V\rangle_{\rm unrel}-\sum_k\frac{(u_k\cdot L)(u_k\cdot v)}{\lambda_k}.\qquad(11)$$

The Newton step toward correlated orbitals is $z/2$. Discrete selection rule: $u\cdot L=0$ if $Su=-u$ for a symmetry $S$ of the solution.

The relaxed density matrix is

$$D_{ij}=\delta_{ij}+P_{ij},\qquad D_{ab}=P_{ab},\qquad D_{ai}=D_{ia}=\tfrac12z_{ai}.\qquad(10)$$

$P$, quadratic in the MP2 amplitudes, is bounded for $\Delta_{\min}>0$, and

$$|\langle V\rangle_{\rm unrel}-\langle V\rangle_{\rm HF}|\le\frac{\sum\langle ij\|ab\rangle^2}{2\Delta_{\min}^2}\,\big(\|v_{oo}\|+\|v_{vv}\|\big).\qquad(12)$$

Here $\langle ij\|ab\rangle$ are antisymmetrized integrals, $oo$ and $vv$ the diagonal blocks, and $\|\cdot\|$ the largest eigenvalue in magnitude.

Write $\kappa=\eta u_0+y$, with $u_0$ the reference soft eigenvector and $y\cdot u_0=0$. Solving for the hard modes $y(\eta,\xi)$ leaves the reduced energy $\mathcal E$, $E_2$ and $\mathcal V=\langle V\rangle_{\rm HF}=\partial\mathcal E/\partial\xi$. Primes mean $\partial/\partial\eta$, $\tau=u_0+y'$, and the UHF equation is $\mathcal E'=0$. Then

$$\langle V\rangle_{\rm rel}=\mathcal V+\frac{\partial E_2}{\partial\xi}\Big|_\eta-\frac{E_2'\,\mathcal V'}{\mathcal E''},\qquad(13)$$

where only the last term can diverge, and as $\eta\to0$

$$\mathcal E''\to2\lambda,\qquad E_2'=L\cdot\tau\to u\cdot L,\qquad\mathcal V'=2v\cdot\tau\to2\,u\cdot v .\qquad(14)$$

The contact spin density $\rho$ at a chosen nucleus is $\rho_s(\mathbf R)$ in the isotropic hyperfine coupling (SI units)

$$A_{\rm iso}=\frac{\mu_0}{3}\,\frac{g_e\mu_B\,g_N\mu_N}{h\,\langle S_z\rangle}\,\rho_s(\mathbf R).\qquad(1)$$

Lines marked `B` in the final printout belong to Part I's boron atom example (all-electron UMP2, uncontracted cc-pVDZ).

## The spin pitchfork

Stretch a single bond of a closed-shell molecule, with bond length $R$. The reference is the restricted solution, $S$ exchanges $\alpha$ and $\beta$, and $u_0$ is the lowest triplet eigenvector, with eigenvalue $\lambda_s$. The operation $S$ sends $\eta\to-\eta$, so $\mathcal E$ and $E_2$ are even and a spin-odd $\mathcal V$ is odd:

$$\mathcal E=E_0+\lambda_s\eta^2+b\eta^4,\qquad E_2=E_{2s}+e\eta^2,\qquad\rho_{\rm HF}=2(u\cdot v)\eta,$$

with higher orders dropped. The coefficients $\lambda_s$ and $2u\cdot v$ follow from (14), and $b$ and $e$ include the hard modes, which follow as $y=O(\eta^2)$. Three assumptions are made: $\lambda_s=-\sigma\delta$ crosses zero linearly in $\delta=R-R_c$ with $\sigma>0$, $b>0$, and $e\ne0$. The length $R_c$ is the Coulson–Fischer point.

The equation $\mathcal E'=2\eta(\lambda_s+2b\eta^2)=0$ has the root $\eta=0$ for all $\delta$ and, for $\delta>0$, the pair $\eta^2=-\lambda_s/2b$. On this broken branch $\mathcal E''=2\lambda_s+12b\eta^2=-4\lambda_s$, so by (14)

$$\eta=\sqrt{\sigma\delta/2b},\qquad\lambda_b=-2\lambda_s=2\sigma\delta,\qquad u\cdot L=2e\eta .\qquad(15)$$

Spin-odd probe on the broken branch. The last term of (13) is $-(2e\eta)(2u\cdot v)/2\lambda_b=-e\rho_{\rm HF}/\lambda_b$. Inserting (15), $2\eta/\lambda_b=\sqrt{\sigma\delta/2b}\,/\sigma\delta=1/\sqrt{2b\sigma\delta}$, so

$$\rho_{\rm rel}\to-\frac{e\,\rho_{\rm HF}}{\lambda_b}=-\frac{e\,(u\cdot v)}{\sqrt{2b\sigma\delta}}.\qquad(16)$$

The numerator vanishes as $\delta^{1/2}$ and the denominator as $\delta$. The divergence is a simple pole in $\eta$ and an inverse square root in $\delta$ and in $\lambda_b$. The quantities $\rho_{\rm HF}$ and $\rho_{\rm unrel}$ are smooth and odd in $\eta$, so they vanish as $\delta^{+1/2}$. In the Newton-step picture the step along $u$ is $-u\cdot L/2\lambda_b=-e\eta/\lambda_b$. For $e>0$ it points back toward the restricted solution, and it overshoots $\eta=0$ when $\lambda_b<e$, where the leading-order spin density takes the sign opposite to UHF.

Spin-even probe on the broken branch. A spin-even field of strength $F$ preserves $S$, so it shifts the coefficients of $\mathcal E$, and $\mathcal V=\partial\mathcal E/\partial F=\mathcal V_0+\lambda_F\eta^2$ with $\lambda_F=d\lambda_s/dF$. The last term of (13) becomes $-(2e\eta)(2\lambda_F\eta)/2\lambda_b=e\eta^2\lambda_F/\lambda_s$. The first two terms differ from their restricted values by $O(\eta^2)=O(\delta)$, and on the restricted branch the last term is zero. The relaxed value therefore jumps at $R_c$ by

$$J=\frac{e\eta^2\lambda_F}{\lambda_s}=-\frac{e\lambda_F}{2b},\qquad(17)$$

while the unrelaxed value, smooth and even in $\eta$, changes by $O(\delta)$. The energy itself shows the same feature. The UHF energy changes by $\lambda_s\eta^2+b\eta^4=-\lambda_s^2/4b\propto\delta^2$, with continuous slope, whereas $E_2$ rises by $e\eta^2=e\sigma\delta/2b$, a kink in the UMP2 potential curve.

The symmetric branch. At $\eta=0$ one has $E_2'=0$ for every $\delta$, so first derivatives pass through $R_c$ without a pole, although $M$ is singular there. For a spin-odd probe every other term vanishes as well, because $L$ is even and $v$ is odd under $S$. The singularity moves to second order. In a spin-odd field $\mathcal E=\lambda_s\eta^2+2\xi(u\cdot v)\eta$ gives $\eta=-\xi(u\cdot v)/\lambda_s$, and the most singular part of $d^2E_2/d\xi^2$ is $2e(u\cdot v)^2/\lambda_s^2$, a double pole.

Nothing above used more than $S^2=1$ and $Su_0=-u_0$. If $S$ is a point-group operation of a radical that exchanges two equivalent nuclei, the difference of their relaxed spin densities is odd under $S$ and diverges as in (16) on the spatially broken branch. The sum is even and jumps as in (17).

## Occupation numbers

Let $Z$ be the matrix $z_{ai}/2$, with largest singular value $x$ and unit singular vectors $o$ (occupied) and $w$ (virtual). For the unit vectors $(o,\pm w)/\sqrt2$ the Rayleigh quotient of $D$ is $\tfrac12(o\cdot D_{oo}o+w\cdot D_{vv}w)\pm x$. The bracket is bounded by the argument of Part I, so the largest and smallest eigenvalues of $D$ run to $\pm\infty$ with $x$. Eigenvalues of a fermion one-particle density matrix lie in $[0,1]$, so near the divergence $D$ belongs to no wave function. If one orbital pair per spin dominates and $P$ is neglected, the block $\begin{pmatrix}1&x\\x&0\end{pmatrix}$ has eigenvalues $\tfrac12\pm\sqrt{\tfrac14+x^2}$. Near $R_c$, $Z\approx-(u\cdot L/2\lambda_b)\,u$. The $\alpha$ and $\beta$ halves of a normalized triplet vector each have norm $1/\sqrt2$, so $x\le|u\cdot L|/(2\sqrt2\lambda_b)$ in this limit, with equality for a single pair.

## Example: ammonia with one stretched bond

The calculation is all-electron UMP2 in the 6-31G basis, 15 functions. Two N–H bonds are held at 1.9 bohr and all angles at 107°, values chosen as inputs of the model. The third bond, of length $R$, lies along $z$ with nitrogen at the origin, and $\rho$ is taken at its hydrogen. The sign of $\eta$ is chosen so that $\rho_{\rm HF}>0$. A true singlet is unchanged by a spin rotation that exchanges $\alpha$ and $\beta$, which reverses a spin-odd operator, so its spin density vanishes. Without an applied spin-odd field, every nonzero $\rho$ is an artifact of the method, and with $\langle S_z\rangle=0$ equation (1) is not applied. The hydrogen-atom value 0.318 bohr$^{-3}$ sets the scale.

The triplet eigenvalue vanishes at $R_c=2.7708$ bohr. The digits here and below belong to the 6-31G model: in cc-pVDZ, $R_c=2.7592$ bohr, the coefficients $e$ and $b$ found below become about 0.134 and 0.135 $E_h$, and $\rho_{\rm rel}$ is −0.119 and −0.90 bohr$^{-3}$ at $\delta=0.1$ and 0.01 bohr. On the broken branch:

| $\delta$/bohr | $\lambda_b/E_h$ | $\rho_{\rm HF}$ | $\rho_{\rm unrel}$ | $\rho_{\rm rel}$ |
|---|---|---|---|---|
| $10^{-1}$ | $4.93\times10^{-2}$ | 0.1344 | 0.1314 | −0.1136 |
| $10^{-2}$ | $5.60\times10^{-3}$ | 0.0450 | 0.0437 | −0.9324 |
| $10^{-3}$ | $5.66\times10^{-4}$ | 0.0143 | 0.0139 | −3.146 |
| $10^{-4}$ | $5.67\times10^{-5}$ | 0.0045 | 0.0044 | −10.01 |
| $10^{-5}$ | $5.67\times10^{-6}$ | 0.0014 | 0.0014 | −31.68 |

Densities are in bohr$^{-3}$. Along the table $\Delta_{\min}$ moves from 1.1106 to 1.0994 $E_h$, while $\lambda_b$ falls by four orders of magnitude. For the first three rows a finite-field derivative with reconverged orbitals reproduces $\rho_{\rm rel}$, for instance −3.146387 against −3.146387, so the divergence belongs to the UMP2 energy and is not a product of the Z-vector algebra. The logarithmic slopes between the last two rows are 1.0000 for $\lambda_b$, 0.4999 for $u\cdot L$, 0.5000 for $\rho_{\rm HF}$ and $\rho_{\rm unrel}$, and −0.5003 for $\rho_{\rm rel}$, as (15) and (16) require.

At $\delta=10^{-5}$ bohr, $\lambda_s=-2.8329\times10^{-6}\,E_h$, so $\sigma=0.2833\,E_h$/bohr, and $\lambda_b/\lambda_s=-1.99998$. The amplitude is defined by $\eta=\rho_{\rm HF}/(2u\cdot v)=0.001432/(2\times0.22341)=0.00320$. The coefficients are then read off as $e=(E_{2b}-E_{2s})/\eta^2=0.1254\,E_h$, from the energy difference $1.2873\times10^{-6}\,E_h$ of two separately converged solutions, and $b=-\lambda_s/2\eta^2=0.1380\,E_h$. Neither uses $L$ or $z$. The prediction $2e\eta=2\times0.1254\times0.00320=8.03\times10^{-4}$ matches $u\cdot L=8.036\times10^{-4}\,E_h$. Equation (16) gives

$$\rho_{\rm rel}\approx-\frac{0.12540\times0.22341}{\sqrt{2\times0.13798\times2.8329\times10^{-6}}}=-\frac{0.028016}{8.842\times10^{-4}}=-31.69,$$

while the first form of (16), with the computed $\lambda_b$, is printed as −31.6852, to be compared with the full value −31.6837. The difference is $5\times10^{-5}$ of the full value, or 0.0015 bohr$^{-3}$. The terms dropped in (16) are odd in $\eta$ and of order $\delta^{1/2}$; they include $\rho_{\rm unrel}=0.0014$ bohr$^{-3}$, the hard modes and the relative $O(\delta)$ corrections to the soft term. The positive sign of $e$ is a computed fact for this molecule and has not been derived in general.

The damage is not confined to tiny $\delta$. At $\delta=0.1$ bohr the soft term is $-0.059597\times0.18746/0.049307=-0.2266$. Adding $\rho_{\rm unrel}=0.1314$ gives −0.0952, and the remaining modes supply −0.0184 to reach −0.1136. The sign is already reversed. The leading-order overshoot condition $2\sigma\delta<e$ holds up to $\delta\approx0.22$ bohr, but this does not locate the sign change of $\rho_{\rm rel}$, because the expansion is no longer accurate there: $\lambda_b/\lambda_s$ has fallen to −1.80 at 0.1 bohr. The full $\rho_{\rm rel}$ changes sign between $\delta=0.15$ bohr (−0.020 bohr$^{-3}$) and 0.18 bohr (+0.019 bohr$^{-3}$).

On the restricted solution at $\delta=10^{-5}$ bohr, $|u\cdot L|=6.5\times10^{-17}\,E_h$ and $|\rho_{\rm rel}|=5.1\times10^{-12}$ bohr$^{-3}$, zero to rounding error with an equally soft Hessian. The bound (12) on $|\rho_{\rm unrel}-\rho_{\rm HF}|$ is 0.904 bohr$^{-3}$ on the broken solution, against an actual difference of $4\times10^{-5}$. It proves finiteness and says nothing about size.

The spin-even probe is the electronic moment $\langle\sum_iz_i\rangle$. Its unrelaxed value goes from 1.461165 to 1.461174 bohr between the branches, with logarithmic slope 1.0000 in $\delta$. Its relaxed value goes from 1.438421 to 0.986642 bohr, a jump of −0.45178 bohr. A finite difference on the restricted solution gives $\lambda_F=0.99423$ bohr, and (17) predicts $-0.12540\times0.99423/(2\times0.13798)=-0.45179$ bohr. The kink in the energy curve is $1.2873\times10^{-6}/10^{-5}=0.129\,E_h$/bohr.

The relaxed occupation numbers span −0.170 to 1.169 at $\delta=0.1$ bohr and −49.51 to 50.51 at $10^{-5}$ bohr. The single-pair limit is $x=8.0356\times10^{-4}/(2\sqrt2\times5.6658\times10^{-6})=50.14$, and half the printed span is 50.01, so one orbital pair per spin carries nearly the whole soft mode.

## The fold

Without a symmetry that forces $\mathcal E$ to be even, a branch followed in one control parameter $\mu$ meets $\lambda=0$ differently. Take the singular solution at $\mu_c$ as reference, so $\mathcal E'=\mathcal E''=0$ at $\eta=0$, and assume $c=\mathcal E'''\ne0$. Let the control be a field $\mu W$ with occupied–virtual block $w$ and $u\cdot w\neq0$, so that $\partial\mathcal E'/\partial\mu=2u\cdot w$ by (14). To leading order,

$$\mathcal E'=2(u\cdot w)(\mu-\mu_c)+\tfrac12c\eta^2=0,\qquad 2\lambda=\mathcal E''=c\eta .$$

Solutions exist on one side of $\mu_c$, as a pair $\pm\eta$: a minimum of $\mathcal E$ with $\lambda>0$ and a maximum of $\mathcal E$ with $\lambda<0$ (a local minimum and a saddle of $E_{\rm HF}$ within this class of rotations if the other eigenvalues of $M$ are positive), which merge and disappear at $\mu_c$. Eliminating $\eta=2\lambda/c$ gives $\tfrac12c\eta^2=2\lambda^2/c$ and

$$\mu-\mu_c=-\frac{\lambda^2}{c\,(u\cdot w)}.\qquad(18)$$

No symmetry forces $E_2'$ or $\mathcal V'$ to vanish at $\eta=0$. If neither does, (13) and (14) give

$$\lambda\,\langle V\rangle_{\rm rel}\to r=-(u\cdot L)(u\cdot v)\big|_{\mu_c},\qquad\langle V\rangle_{\rm rel}\approx\frac{2r}{c\,\eta}.\qquad(19)$$

This is a simple pole in $\lambda$ and in any coordinate that runs smoothly along the branch, with the same residue from both sides and a change of sign. By (18) it is $|\mu-\mu_c|^{-1/2}$ in the control parameter. It affects spin-even and spin-odd probes alike. The unrelaxed value is a smooth function of $\eta$ and stays finite, with a square-root cusp in $\mu$. A geometric coordinate can replace $\mu$, provided $\partial\mathcal E'/\partial\mu\ne0$. A pole $1/(\mu-\mu_c)$ in the control parameter itself would need $\lambda$ linear in $\mu$ at nonzero residue. That requires $\partial\mathcal E'/\partial\mu=0$ together with $\mathcal E''=0$, two conditions on one parameter with no symmetry to supply them.

## Example: a fold in ammonia

Fix $\delta=0.1$ bohr and apply $\mu W$, where $W$ is $+z$ on $\alpha$ and $-z$ on $\beta$ electrons. At $\mu=0$ the broken solution has $\langle W\rangle_{\rm HF}=m_0=1.2087$ bohr. For $\mu>0$ its spin-exchanged partner, with $-m_0$, lies lower by $2\mu m_0$ to first order, so the branch followed is at best a local minimum, and it is one only among real spin-conserving rotations. A common rotation of all spins by an angle $\theta$ about an axis perpendicular to the spin quantization axis leaves the field-free energy unchanged and turns $\langle W\rangle_{\rm HF}$ into $\langle W\rangle_{\rm HF}\cos\theta$, so it lowers the energy by $\mu\langle W\rangle_{\rm HF}(1-\cos\theta)$ with no barrier. This spin-mixing direction lies outside the class treated and does not enter (11); "stable" below refers to spin-conserving rotations. The branch is parametrized by $s=\langle W\rangle_{\rm HF}/m_0$, a smooth coordinate through the fold because $\partial\langle W\rangle/\partial\eta=2u\cdot w\ne0$. The quartic model locates the fold: with $\eta$ measured again from the restricted solution, a field term linear in $\eta$ leaves $\mathcal E''=2\lambda_s+12b\eta^2$, which vanishes at $\eta^2=-\lambda_s/6b$, one third of the zero-field value. Thus $s_c\approx1/\sqrt3=0.577$.

The computed fold is at $s_c=0.5831$, 1% above this estimate, and $\mu_c=1.6955\times10^{-3}\,E_h$/bohr, with $\Delta_{\min}=1.0843\,E_h$. There $u\cdot L=0.043942\,E_h$ and $u\cdot v=0.21268$ bohr$^{-3}$, so $r=-9.3455\times10^{-3}\,E_h$ bohr$^{-3}$.

| $s-s_c$ | $\lambda/E_h$ | $\rho_{\rm unrel}$ | $\rho_{\rm rel}$ |
|---|---|---|---|
| $+10^{-2}$ | $9.305\times10^{-4}$ | 0.07889 | −10.09 |
| $+10^{-3}$ | $9.239\times10^{-5}$ | 0.07771 | −101.2 |
| $+10^{-4}$ | $9.233\times10^{-6}$ | 0.07759 | −1012.3 |
| $-10^{-4}$ | $-9.231\times10^{-6}$ | 0.07756 | +1012.3 |
| $-10^{-3}$ | $-9.225\times10^{-5}$ | 0.07744 | +101.3 |
| $-10^{-2}$ | $-9.159\times10^{-4}$ | 0.07626 | +10.15 |

At $s-s_c=+10^{-4}$, (19) gives $-9.3455\times10^{-3}/9.2326\times10^{-6}=-1012.2$. The products $\lambda\rho_{\rm rel}$ at $\pm10^{-4}$ are $-9.3460\times10^{-3}$ and $-9.3450\times10^{-3}$, each within $5\times10^{-5}$ of $r$ in relative terms. All six points have $\mu<\mu_c$, and (18) is borne out by $(\mu-\mu_c)/\lambda^2=-7.6493\times10^{-11}/(9.2326\times10^{-6})^2=-0.897$ on the stable side and $-7.6483\times10^{-11}/(9.2312\times10^{-6})^2=-0.898$ on the saddle side. The coefficient agrees as well. With $u$ oriented so that $u\cdot w=1.9098$ bohr at the fold, $m_0\,ds=2(u\cdot w)\,d\eta$ and $2\lambda=c\eta$ give $c=4(u\cdot w)(d\lambda/ds)/m_0=4\times1.9098\times0.09232/1.2087=0.5835\,E_h$, with the slope taken from the rows at $\pm10^{-4}$, so $-1/(c\,u\cdot w)=-0.897$. The slope of $\ln|\rho_{\rm rel}|$ against $\ln|\mu-\mu_c|$ is −0.5000 on both sides. Finite-field derivatives at $s-s_c=\pm10^{-2}$ give −10.08995 and +10.15075, equal to the Z-vector values in all printed digits. Across the whole range $\rho_{\rm unrel}$ changes smoothly by 0.0026 bohr$^{-3}$, and being finite does not make it right, since it inherits the broken spin symmetry of the determinant.

The numerical check printed below also tests $M$ and $L$ against finite differences in $\kappa$, and the energies and unrelaxed density against an independent UMP2 implementation.

## Limits of the analysis

Complex rotations and rotations that mix $\alpha$ with $\beta$ were excluded. They are odd under complex conjugation or under a spin rotation by $\pi$ about $z$, which are symmetries of a real UHF solution, so the discrete selection rule makes their instabilities silent on that solution. A degenerate soft mode needs a reduction to several coordinates. If $b<0$ the broken pair appears on the side $\delta<0$ as saddles, where $\sigma\delta/2b>0$. There (15), (17) and the first form of (16) hold, but $\lambda_b=2\sigma\delta<0$ gives $2\eta/\lambda_b=-1/\sqrt{2b\sigma\delta}$, so the last form of (16) changes sign. If $e=0$ or $u\cdot v=0$ at $R_c$, the leading term of (16) is absent. If $\Delta_{\min}$ closes together with $\lambda$, the amplitudes can diverge and the bound on the unrelaxed density is lost.

## Values computed for the example and the checks

```
A_iso/(g_N rho), Sz=1/2: 800.237 MHz bohr^3; H 1s rho=1/pi=0.31831 gives 1422.8 MHz
B unc-cc-pVDZ: nao=26 E_UHF=-24.52998252 E2=-0.07274059 Dmin=0.8811 Eh
B zero modes=2 max|M u|=3.2e-13 max|u.L|=2.5e-15 |L|=0.05043 Eh
B lowest nonzero lam=0.03320 Eh, its |u.L|=1.9e-15 Eh
B rho HF/unrel/rel = 0.015466 0.017618 0.000809 bohr^-3
B finite field frozen/relaxed = 0.017618 0.000809 bohr^-3
B A_iso/g_N HF/unrel/rel = 12.38 14.10 0.65 MHz
NH3 6-31G: fixed NH=1.9 bohr, angles=107.0 deg, nao=15, Rc=2.77079648 bohr
delta/bohr lam_s/Eh lam_b/Eh u.L/Eh u.v/bohr^-3 eta Dmin/Eh
1e-01 -2.7354e-02 4.9307e-02 5.9597e-02 0.18746 0.35851 1.1106
1e-02 -2.8230e-03 5.5965e-03 2.4715e-02 0.22020 0.10213 1.1006
1e-03 -2.8320e-04 5.6590e-04 8.0136e-03 0.22309 0.03207 1.0995
1e-04 -2.8328e-05 5.6652e-05 2.5404e-03 0.22338 0.01013 1.0994
1e-05 -2.8329e-06 5.6658e-06 8.0356e-04 0.22341 0.00320 1.0994
delta/bohr rho(H) HF, unrel, rel, finite field /bohr^-3; relaxed occ min, max
1e-01 0.134410 0.131412 -0.113603 -0.113603 -0.1699 1.1689
1e-02 0.044979 0.043655 -0.932368 -0.932367 -1.1619 2.1600
1e-03 0.014307 0.013874 -3.146387 -3.146387 -4.5479 5.5458
1e-04 0.004527 0.004389 -10.012935 - -15.3440 16.3418
1e-05 0.001432 0.001388 -31.683678 - -49.5134 50.5111
exponents lam_b,u.L,HF,unrel,rel,d<z>unrel: 1.0000 0.4999 0.5000 0.5000 -0.5003 1.0000
at delta=1e-05: lam_b/lam_s=-1.99998, E2b-E2s=1.2873e-06 Eh, e=0.12540 Eh, b=0.13798 Eh
  -e rho_HF/lam_b=-31.68521 bohr^-3; bound on |unrel-HF|=0.9041 bohr^-3
  symmetric branch: |u.L|=6.5e-17 Eh, |rho_rel|=5.1e-12 bohr^-3
  <sum z> sym/broken: unrel 1.461165 1.461174, rel 1.438421 0.986642 bohr
  dlam_s/dF=0.99423 bohr, jump=-0.451779, predicted=-0.451792 bohr
delta=0.1: E_UHF=-56.06780812 E2=-0.11985817 Eh; FD error L 3.1e-11, M 3.2e-09 Eh
fold: m0=1.20874 bohr, s_c=0.583126, mu_c=1.695484e-03 Eh/bohr, Dmin=1.0843 Eh
  u.L=4.39420e-02 Eh, u.v=0.21268 bohr^-3, residue=-9.34549e-03 Eh bohr^-3
s-s_c  mu-mu_c/(Eh/bohr) lam/Eh  rho unrel, rel, finite field /bohr^-3  lam*rho_rel
+1e-02 -7.6972e-07 9.3048e-04 0.078892 -10.08995 -10.08995 -9.38853e-03
+1e-03 -7.6536e-09 9.2392e-05 0.077706 -101.19958 - -9.35005e-03
+1e-04 -7.6493e-11 9.2326e-06 0.077588 -1012.27216 - -9.34595e-03
-1e-04 -7.6483e-11 -9.2312e-06 0.077561 1012.33298 - -9.34504e-03
-1e-03 -7.6440e-09 -9.2246e-05 0.077443 101.26040 - -9.34088e-03
-1e-02 -7.6005e-07 -9.1587e-04 0.076257 10.15075 10.15075 -9.29679e-03
side +1: exponents in |mu-mu_c|: rho_rel -0.5000, lam 0.5001
side -1: exponents in |mu-mu_c|: rho_rel -0.5000, lam 0.4999
```
